# Comment on atomic motion in lines below the Blech threshold

**The argument under review**

A confined tin line 10 µm long carries $10^4$ A/cm² at 373 K. Its product of current density and length is 10 A/cm, while the Blech threshold for the same line is put at 25 A/cm. The argument then runs: "Below the threshold the back stress balances the electron wind. The net force on the atoms is therefore zero, and no material moves when the current is switched on. The absence of visible drift confirms this."

The comparison of the two products can be accepted, given the assumptions below. The inference needs examination. A back stress is a force only if the stress varies along the line, and the line is said to start with uniform stress. What, then, opposes the wind in the first second, and how does the opposing gradient come into being?

**1. The force balance at switch-on**

Let $x$ run from the cathode, $x=0$, to the anode, $x=L$. Electrons flow toward $+x$ and push the atoms that way. I use magnitudes for the current density $j$ and the effective charge number $Z^*$, so the wind force is

$$F=Z^*e\rho j ,$$

with $\rho$ the resistivity. Let $\sigma$ be the mean stress, positive in tension and measured from a uniform initial state $\sigma=0$. The line is confined, both ends block atoms, and there is no void. The model is one-dimensional, with uniform temperature and material properties.

Adding atoms to a confined piece of metal compresses it. If $C$ is the number of atoms per volume and $B$ the effective modulus of metal and surroundings,

$$d\sigma=-B\,\frac{dC}{C}\simeq -B\Omega\,dC ,\qquad C\simeq\frac1\Omega ,$$

where $\Omega$ is the atomic volume. One atom added to a volume $V$ changes $C$ by $1/V$ and hence $\sigma$ by $-B\Omega/V$. The elastic energy is $V\sigma^2/(2B)$, so to first order it changes by

$$\frac{V\sigma}{B}\left(-\frac{B\Omega}{V}\right)=-\Omega\sigma .$$

An atom thus has lower energy where the tension is higher. Minus the derivative of this energy is a force $+\Omega\,\partial\sigma/\partial x$, and the total force is

$$f=F+\Omega\frac{\partial\sigma}{\partial x}.$$

To turn force into flux, let an atom hop a distance $a$ at rate $\Gamma$ in each direction when unbiased, so that $D=\Gamma a^2$. The force changes the two rates to $\Gamma e^{\pm fa/2kT}$. The mean velocity is

$$v=a\Gamma\left(e^{fa/2kT}-e^{-fa/2kT}\right)\simeq\frac{\Gamma a^2 f}{kT}=\frac{Df}{kT},$$

valid for $|f|a\ll kT$. Multiplying by $C\simeq1/\Omega$ and defining $G=F/\Omega$ gives

$$J=\frac{D}{\Omega kT}\left(F+\Omega\frac{\partial\sigma}{\partial x}\right)=\frac{D}{kT}\left(G+\frac{\partial\sigma}{\partial x}\right).\tag{1}$$

At switch-on the stress is uniform, so $\partial\sigma/\partial x=0$ and the interior flux is

$$J_0=\frac{DF}{\Omega kT}=\frac{DG}{kT}.$$

This is the full wind flux, and $L$ does not appear in it. The first claim of the argument is therefore wrong for the stated initial condition. It would hold for a line that already carried the gradient $-G$, for example one that had run for a long time at the same current and was switched on again before its stress could relax.

**2. How the opposing gradient forms**

Atoms cannot pass the ends, so they leave the cathode region without replacement and collect near the anode. Conservation of atoms, $\partial C/\partial t=-\partial J/\partial x$, combined with $d\sigma=-B\Omega\,dC$, gives

$$\frac{\partial\sigma}{\partial t}=B\Omega\frac{\partial J}{\partial x}
=\kappa\frac{\partial^2\sigma}{\partial x^2},\qquad
\kappa=\frac{DB\Omega}{kT}.\tag{2}$$

The constant $G$ has dropped out of the interior equation. It acts through the ends, where $J=0$ in (1) requires $\partial\sigma/\partial x=-G$.

At early times the disturbance from one end has not reached the other, and the cathode can be treated as the end of a half-infinite line. Put $q=-(1/G)\,\partial\sigma/\partial x$. Differentiating (2) shows that $q$ obeys the same diffusion equation, with $q=1$ at $x=0$ and $q=0$ initially. Its solution is $q=\operatorname{erfc}\!\left(x/2\sqrt{\kappa t}\right)$. Since the stress vanishes far away,

$$\sigma(0,t)=G\int_0^\infty q\,dx
=2G\sqrt{\kappa t}\int_0^\infty\operatorname{erfc}(y)\,dy
=2G\sqrt{\frac{\kappa t}{\pi}},\tag{3}$$

because the last integral equals $1/\sqrt\pi$. Again $L$ is absent. While $\sqrt{\kappa t}\ll L$, the cathode of a line below threshold behaves like that of a line above it at the same current density.

For the whole history, write

$$\sigma(x,t)=G\left(\frac L2-x\right)+s(x,t).$$

The first term has slope $-G$ and satisfies (2). The remainder $s$ therefore satisfies the diffusion equation with zero slope at both ends, and starts from $s(x,0)=-G(L/2-x)$. Functions with zero end slope expand in cosines of $k_nx$, $k_n=n\pi/L$. The $n=0$ term vanishes because $L/2-x$ has zero average. For $n\ge1$, integration by parts gives

$$\int_0^L\left(\frac L2-x\right)\cos k_nx\,dx
=\frac1{k_n}\int_0^L\sin k_nx\,dx
=\frac{1-\cos n\pi}{k_n^2}.$$

The boundary term is zero because $\sin k_nx$ vanishes at both ends. The result is $2/k_n^2$ for odd $n$ and zero for even $n$. Multiplication by $-2G/L$ gives the coefficient $-4GL/(n^2\pi^2)$, and each term decays at rate $\kappa k_n^2$. Hence

$$\sigma=G\left(\frac L2-x\right)-\sum_{n\ \mathrm{odd}}\frac{4GL}{n^2\pi^2}\cos\frac{n\pi x}{L}\,e^{-n^2t/\tau},
\qquad \tau=\frac{L^2}{\pi^2\kappa}.\tag{4}$$

Differentiating and inserting the slope in (1) cancels the constant $G$:

$$\frac{J}{J_0}=\sum_{n\ \mathrm{odd}}\frac{4}{n\pi}\sin\frac{n\pi x}{L}\,e^{-n^2t/\tau}.\tag{5}$$

At $t=0$ the sum is the Fourier series of 1 in the interior. At late times its first term dominates, and the midpoint flux approaches $(4/\pi)J_0e^{-t/\tau}$. Redistribution thus continues until the gradient cancels the wind in an asymptotic sense: the flux becomes as small as one likes, but this solution has no instant at which it abruptly stops.

**3. What the threshold does say**

As $t\to\infty$, (4) leaves

$$\frac{\partial\sigma}{\partial x}=-G,\qquad
F+\Omega\frac{\partial\sigma}{\partial x}=0,\qquad
\sigma(0)=\frac{GL}{2}.$$

The force balance quoted in the argument describes this end state. At the cathode every transient term in (4) is negative and shrinks with time, so the tension rises toward $GL/2$ without exceeding it. If a void opens at tension $\sigma_c$, none opens in this model when $GL/2<\sigma_c$. Substituting $G=Z^*e\rho j/\Omega$ gives the threshold

$$(jL)_c=\frac{2\Omega\sigma_c}{Z^*e\rho}.\tag{6}$$

A uniform initial tension $\sigma_0$ adds to (4) without changing the flux, and $\sigma_c$ in (6) is then replaced by $\sigma_c-\sigma_0$. The threshold compares a final stress with a strength. It is not a condition for the start of motion.

Uniform diffusivity is needed for (4), but not for the final gradient. In a steady state $J$ is the same at every $x$, and it is zero at the ends. Equation (1) then requires slope $-G$ wherever $D>0$, even if $D$ varies from grain to grain or with stress. Variations of $Z^*\rho$ do matter, since they change the local $G$.

Switching off the current exposes the balance. The wind term disappears at once but the stress gradient remains, so (1) gives $J=(D/kT)(-G)=-J_0$ in the interior. Atoms flow back, initially as fast as they first came. A line that started with uniform stress could not do this if its atoms had never been displaced.

**4. Why the motion is easily missed**

The argument's last sentence treats invisible drift as absent drift. The total transport can be found without following the flux in time. Let $u(x)$ be the thickness of metal that has crossed position $x$ by the end. Conservation equates it to the depletion between the cathode and $x$. The fractional loss of atoms is $\sigma/B$, so

$$u(x)=\int_0^x\frac{G}{B}\left(\frac L2-x'\right)dx'
=\frac{Gx(L-x)}{2B},\qquad
u\!\left(\frac L2\right)=\frac{GL^2}{8B}.\tag{7}$$

The amount is finite and nonzero, and it does not depend on $D$. Diffusivity affects only the time needed; stiffness affects the time and also sets how much metal must move to build the gradient. At fixed current density, halving the length halves the final stress but reduces both $\tau$ and the midpoint transport by a factor of four.

**5. The numbers for the disputed line**

I take rough values for tin: $\Omega=0.027$ nm³, $Z^*=18$, $\rho=15$ µΩ cm, $B=40$ GPa and $D=10^{-11}$ cm²/s. The void-opening stress is assumed to be 20 MPa. The electric field is $\rho j=15$ V/m, so

$$F=18\times15\ \mathrm{eV/m}=0.00027\ \mathrm{eV/\mu m},\qquad
G=\frac F\Omega=1.60\ \mathrm{MPa/\mu m}.$$

Over an atomic spacing $\Omega^{1/3}=0.3$ nm the wind does work of about $8\times10^{-8}$ eV. This is far below $kT\simeq0.032$ eV, so the linear form of (1) is justified. The initial drift speed $DF/kT$ is 0.0084 nm/s, and division by $\Omega$ gives a flux of 0.31 atoms/(nm² s).

The stress diffusivity from (2) is 0.210 µm²/s. Hence

$$\tau=\frac{(10\ \mathrm{\mu m})^2}{\pi^2(0.210\ \mathrm{\mu m^2/s})}\simeq48\ \mathrm{s}.$$

The flux and stress then develop as follows:

| $t/\tau$ | midpoint $J/J_0$ | cathode stress (MPa) |
|---|---:|---:|
| 0.1 | 0.999 | 1.82 |
| 1 | 0.468 | 5.62 |
| 2 | 0.172 | 7.13 |
| 5 | 0.009 | 7.97 |

The midpoint flux falls to 1% of its initial value when $(4/\pi)e^{-t/\tau}=0.01$, that is, at $t=\tau\ln(400/\pi)\simeq234$ s. The final cathode stress is $1.60\times10/2=8.0$ MPa, below the assumed 20 MPa. The threshold length at this current density is $2\times20/1.60\simeq25$ µm, which gives the quoted 25 A/cm.

A 40 µm line at the same current density has a product of 40 A/cm and lies above the threshold. Without a void its cathode stress would approach 32 MPa; it passes 20 MPa after 594 s. Yet its beginning is the same. I tested this with a chain of cells between which atoms hop at rates set by the energy change of each transfer, without using (2)–(5) to obtain the fluxes. After 9.66 s the cathode stress was 2.58 MPa in both the 10 µm and the 40 µm chain. Equation (3) gives 2.57 MPa; the excess of less than 0.01 MPa is discretisation error from the 0.25 µm cells and shrinks as the cells are refined.

The transported thickness in the short line is

$$u\!\left(\frac L2\right)=\frac{(1.60\ \mathrm{MPa/\mu m})(10\ \mathrm{\mu m})^2}{8(40\,000\ \mathrm{MPa})}\simeq0.50\ \mathrm{nm}.$$

This is less than two atomic spacings, but across a section of 1 µm² it amounts to $1.9\times10^7$ atoms. A search for drift that cannot resolve half a nanometre therefore cannot decide whether the transient took place.

Nor does zero net flux mean that atoms are at rest. If the effective $D$ is read as a random-walk diffusivity, an atom's root-mean-square displacement along the line during one $\tau$ is $\sqrt{2D\tau}\simeq0.3$ µm. Since $D$ here averages fast and slow paths, this is only an estimate of scale. In the balanced state, forward and backward hops still occur, in equal numbers.

**6. A line that already contains a void**

The argument also needs to say which void problem it addresses. Suppose a flat void already spans the cathode end, and a thin conducting liner carries the current past it. Its free surface holds $\sigma(0)=0$ and can supply atoms to the line, while the anode remains blocked. The balanced profile must still have slope $-G$, but now it is

$$\sigma=-Gx .$$

Let the line start from $\sigma=0$. All the atoms that produce this compression then came from the void face, and the void grows by

$$\ell=\int_0^L\frac{Gx}{B}\,dx=\frac{GL^2}{2B}\simeq2.0\ \mathrm{nm}.\tag{8}$$

This is four times the midpoint transport of the void-free line. To find the time scale, subtract $-Gx$ from the stress: the remainder vanishes at $x=0$ and has zero slope at $x=L$. Its slowest mode is $\sin(\pi x/2L)$, which decays at rate $\kappa\pi^2/(4L^2)=1/(4\tau)$, with $4\tau\simeq193$ s. The void grows and then saturates, provided the anode can sustain a compression $GL=16$ MPa without extruding metal. Criterion (6), derived for opening a new void, does not settle that question.

Surface tension can alter (8). A void surface curved like a sphere of radius 0.5 µm, with a rough surface energy of 0.6 J/m², would hold the metal at a tension $\sigma_s=2.4$ MPa instead of zero. The profile becomes $\sigma_s-Gx$, and $\ell$ decreases by $\sigma_sL/B=0.6$ nm. This is not negligible beside 2.0 nm; (8) refers to a flat face and zero initial stress. A uniform initial tension $\sigma_0$ would add $\sigma_0L/B$ to the growth, or 2.5 nm for 10 MPa.

**7. When balance is not reached**

The end state also depends on the metal keeping its stress. Hillocks, whiskers or an open surface can remove atoms from the compressed part, and surfaces can supply atoms to the part in tension. As a simple model, let stress relax locally in a time $\tau_r$:

$$\frac{\partial\sigma}{\partial t}=\kappa\frac{\partial^2\sigma}{\partial x^2}-\frac{\sigma}{\tau_r}.$$

In the steady state, $\lambda^2\sigma''=\sigma$ with $\lambda=\sqrt{\kappa\tau_r}$. The end slopes are still $-G$, so the solution is odd about the midpoint:

$$\sigma=-\frac{G\lambda}{\cosh(L/2\lambda)}\sinh\frac{x-L/2}{\lambda}.$$

Its midpoint slope is $-G/\cosh(L/2\lambda)$. Equation (1) then gives a lasting flux

$$\frac{J(L/2)}{J_0}=1-\frac1{\cosh(L/2\lambda)}.\tag{9}$$

For slow leakage $\lambda\gg L$ and this tends to zero, which recovers the balanced line. For fast leakage it tends to one. With $\tau_r=100\tau$, $L/2\lambda=\pi/20$ and 1.2% of the wind flux persists. With $\tau_r=\tau$, $L/2\lambda=\pi/2$ and 60% persists. In the second case a line below the nominal threshold continues to transport metal from its cathode half, where atoms are supplied, to its anode half, where they are removed.

**8. What carries over to real tin**

The chosen current density and temperature are meant to represent accelerated testing of tin conductors. The effective diffusivity depends strongly on grain structure and is uncertain by at least a factor of ten. The value used presumes continuous grain-boundary paths, and lattice diffusion alone, of order $10^{-14}$ cm²/s at 373 K, would stretch $\tau$ from under a minute to hours; the times above change inversely with it, while (7) does not change. Tin at 373 K is also close enough to melting for creep and whisker growth to matter, so lasting confinement is the assumption most at risk. If atoms are removed from the compressed half and also supplied to the half in tension, both with the same relaxation time, (9) gives a residual flux of 1% or of more than half, according to that time. If one of the two processes is much slower, it limits the flux, but (9) with the slower time underestimates it: for supply in $100\tau$ and removal in $\tau$ the midpoint flux is about 3% rather than 1.2%, and the cathode tension rises to about 14 MPa. If whiskers only remove atoms from the compressed half, the flux still dies away, but compression is lost. In the limiting case of a line that starts without stress and whose whiskers relieve even the smallest compression, the balanced profile tends to $\sigma=G(L-x)$. The cathode tension is then $GL=16$ MPa instead of 8 MPa, and the threshold product is halved to about 12.5 A/cm. Whiskers that need a finite compression to grow raise the cathode tension by less, and not at all if they need more than the 8 MPa reached at the anode. Initial stress is a second concern. For a rough expansion mismatch of $19\times10^{-6}$ per kelvin and the assumed $B$, cooling adds $3B\times19\times10^{-6}$, or 2.3 MPa, of mean tension per kelvin. This form holds when added atoms are accommodated equally in all directions; the rate is then proportional to $B$ and so depends on how stiff the surroundings are. The margin of 12 MPa between final and void-opening stress is then used up by about 5 K of cooling, unless the stress relaxes. The assumed 40 GPa implies stiff surroundings. An elastic estimate for a long tin cylinder in thick silicon dioxide gives $B\simeq22$ GPa for isotropic accommodation, hence about 1.3 MPa per kelvin and about 10 K, with $\tau$ and (7) larger by a factor near 1.8. The value 25 A/cm is therefore no design limit for tin in general; it belongs to the assumed strength, zero initial tension, blocked ends and a line that keeps its stress.

Unequal thermal expansion of neighbouring grains can add local stresses. A rough modulus of 50 GPa and an expansion difference of $15\times10^{-6}$ per kelvin give 0.75 MPa per kelvin if one grain is forced to follow its neighbour completely; the actual value depends on crystal direction and on how far the neighbour yields. The one-dimensional model leaves these out. Some other effects can be estimated for this line. If all grains were aligned along one or the other crystal axis, a rough resistivity ratio of 1.4 would put the final cathode stress between 7.1 and 9.9 MPa, with the other properties held fixed. Joule heating across 1 µm of oxide raises the temperature by about 1 mK. Even if that whole difference lay along the line, a heat of transport of 1 eV would give a thermal force of only 0.1% of the wind. Letting $D$ vary as $e^{\Omega\sigma/kT}$ shifts the stress at $t=\tau$ by at most 0.14% of the final cathode stress.

**Recommendation**

The conclusion "no material moves" should be withdrawn. The supportable statement is that, in a confined and initially void-free line with uniform initial stress, the wind first moves atoms at its full rate, and their redistribution builds the gradient that brings the net flux toward zero. If the resulting cathode tension stays below the void-opening stress, this happens without a new void. A claim that no transient occurred would need a measurement able to resolve the displacement in (7), or the stress gradient that accompanies it, by comparing the line before switch-on with the line several $\tau$ later, while the current is still flowing. The numerical output gives the remaining values for the example.

## Numbers as computed

```
Rough inputs for tin; void-opening stress is assumed
temperature: 373 K
atomic volume: 0.027 nm^3
effective charge magnitude: 18
resistivity: 15 uOhm cm
effective modulus: 40 GPa
effective diffusivity: 1e-11 cm^2/s
current density: 10000 A/cm^2
short, long line: 10 and 40 um
line width and height: 1 um each
void-opening stress: 20 MPa
Derived quantities
wind force per atom: 0.00027 eV/um
balancing gradient G: 1.602 MPa/um
stress diffusivity kappa: 0.2097 um^2/s
time constant tau, short line: 48.31 s
initial flux: 0.3111 atoms/(nm^2 s)
initial drift speed: 0.0084 nm/s
short-line jL: 10 A/cm
long-line jL: 40 A/cm
threshold jL: 24.97 A/cm
threshold length: 24.97 um
t/tau=0.1: midpoint J/J0=0.9991, cathode stress=1.820 MPa
t/tau=0.5: midpoint J/J0=0.7675, cathode stress=4.064 MPa
t/tau=1: midpoint J/J0=0.4683, cathode stress=5.622 MPa
t/tau=2: midpoint J/J0=0.1723, cathode stress=7.132 MPa
t/tau=5: midpoint J/J0=0.0086, cathode stress=7.967 MPa
midpoint flux down to 1% at: 234.2 s
final cathode stress, short line: 8.011 MPa
final cathode stress, long, if no void: 32.04 MPa
long line reaches void stress at: 594.3 s
early comparison time: 9.663 s
chain cathode stress then, short: 2.58 MPa
chain cathode stress then, long: 2.58 MPa
thickness moved past midpoint: 0.5007 nm
atoms moved past midpoint: 1.854e+07
random-walk rms distance in tau: 310.8 nm
saturated length of existing void: 2.003 nm
Neglected effects, rough sizes
stress-dependent D: largest shift at tau / final stress: 0.0014
Joule temperature rise: 1.1 mK
thermal force / wind force: 0.0011
vacancy storage / elastic storage: 3.7e-05
final stress, low-resistivity axis: 7.07 MPa
final stress, high-resistivity axis: 9.9 MPa
mean tension per K of cooling: 2.3 MPa/K
cooling that uses up the margin: 5.3 K
grain misfit stress per K: 0.75 MPa/K
surface-tension stress of round void: 2.4 MPa
lasting J/J0, leak time 100 tau: 0.0122
lasting J/J0, leak time tau: 0.601
```
